# Thin-Film Oxide Growth Limited by Electron Tunnelling: a program that tests the result

```python
"""Direct logarithmic oxide growth limited by electron tunnelling.

Result under test:  X(t) = X0 + L ln(1 + t/tau),  L = 1/(2 kbar),
                    tau = (L/u0) exp(X0/L),  u0 = Omega G / z.
X: oxide thickness (nm); kbar: mean decay constant under the barrier (1/nm);
G: tunnelling flux prefactor (1/(nm^2 s)); Omega: oxide volume per cation (nm^3);
z: cation charge number; U: outer minus inner electric potential (V).
Energies are in eV, lengths in nm, times in s.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

barrier = 1.5            # barrier height at the metal side, eV
temperature = 300.0      # K
z = 2
omega = 0.02             # nm^3
G = 1.0e13               # 1/(nm^2 s)
X0 = 2.5                 # nm
n_in, n_out = 1.0, 0.01  # mobile cation densities at the two faces, 1/nm^3
D_fast, D_slow = 1.0e3, 1.0e-6   # cation diffusion coefficients, nm^2/s
V_M = 1.0                # electron chemical driving force divided by e, V
fermi = 5.0              # kinetic energy at the Fermi level, eV

kT = sc.k * temperature / sc.e
wave = np.sqrt(2 * sc.m_e * sc.e) / sc.hbar * 1e-9   # 1/(nm sqrt(eV))


def mean_kappa(U):
    a, b = np.sqrt(barrier), np.sqrt(barrier - U)
    return wave * (2 / 3) * (a * a + a * b + b * b) / (a + b)


def exact_transmission(X, U):
    """Integrate the Schroedinger equation back from an outgoing wave."""
    k = wave * np.sqrt(fermi)

    def rhs(x, y):
        return [y[1], wave**2 * (barrier - U * x / X) * y[0]]

    sol = solve_ivp(rhs, (X, 0.0), [1.0 + 0j, 1j * k],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    psi, dpsi = sol.y[:, -1]
    incident = 0.5 * (psi + dpsi / (1j * k))
    return 1 / abs(incident)**2


# Exponential decay with thickness at fixed potential drop
decay_checks = []
for U in (0.0, 0.1, 0.5):
    slope = np.log(exact_transmission(2.5, U) / exact_transmission(3.5, U))
    decay_checks.append((U, slope, 2 * mean_kappa(U)))
    assert abs(slope / (2 * mean_kappa(U)) - 1) < 2e-3


# Coupled electron and ion fluxes with zero net charge current
def electron_flux(X, U):
    return -G * np.exp(-2 * mean_kappa(U) * X) * np.expm1(-(V_M + U) / kT)


def ion_flux(X, U, D):
    w = z * U / kT
    if abs(w) < 1e-10:
        return D / X * (n_in - n_out)
    return D / X * w * (n_in - n_out * np.exp(w)) / np.expm1(w)


U_eq = kT / z * np.log(n_in / n_out)


def potential(X, D):
    return brentq(lambda U: electron_flux(X, U) - z * ion_flux(X, U, D),
                  -V_M, U_eq + 1e-6, xtol=1e-14, rtol=1e-13)


# The ion flux formula against direct integration of drift and diffusion
w_test, X_test = 1.7, 3.0
flux_test = ion_flux(X_test, w_test * kT / z, 1.0)
profile = solve_ivp(lambda x, n: [-flux_test - w_test / X_test * n[0]],
                    (0, X_test), [n_in], rtol=1e-10, atol=1e-12)
assert abs(profile.y[0, -1] - n_out) < 1e-7

L = 1 / (2 * mean_kappa(U_eq))
u0 = omega * G / z
tau = L / u0 * np.exp(X0 / L)


def log_law(t):
    return X0 + L * np.log1p(t / tau)


times = np.array([1e2, 1e4, 1e6])
growth = solve_ivp(
    lambda t, X: [omega / z * electron_flux(X[0], potential(X[0], D_fast))],
    (0, times[-1]), [X0], t_eval=times, method="LSODA",
    rtol=1e-8, atol=1e-10)
assert growth.success
coupled_X = growth.y[0]
# Finite ion mobility shifts the potential slightly, hence this tolerance
assert np.max(np.abs(coupled_X - log_law(times))) < 1e-3

U_fast = potential(X0, D_fast)
assert abs(U_fast - U_eq) < 1e-3

# Slow ions: ion-limited when thin, electron-limited when thick
U_slow_thin = potential(X0, D_slow)
U_slow_thick = potential(4.5, D_slow)
assert abs(U_slow_thin + V_M) < 5e-3
assert abs(U_slow_thick - U_eq) < 1e-3
rate_ratio = (electron_flux(2.6, potential(2.6, D_slow))
              / electron_flux(2.5, U_slow_thin))
assert abs(rate_ratio / (2.5 / 2.6) - 1) < 1e-2

# Free-electron supply through a flat barrier, summed over the Fermi sphere
kappa_flat = wave * np.sqrt(barrier)
L_flat = 1 / (2 * kappa_flat)
k_fermi = wave * np.sqrt(fermi)


def scaled_supply(X):
    """Flux multiplied by exp(2 kappa_flat X), in 1/(nm^2 s)."""
    def integrand(k):
        kappa = np.sqrt(kappa_flat**2 + k_fermi**2 - k * k)
        return ((k_fermi**2 - k * k) * k
                * np.exp(-2 * X * (kappa - kappa_flat)))
    value = quad(integrand, 0, k_fermi, points=[0.9 * k_fermi],
                 epsabs=0, epsrel=1e-9, limit=200)[0]
    return 2 * np.pi / (2 * np.pi)**3 * sc.hbar / sc.m_e * 1e18 * value


def supply_formula(X):
    y = 2 * kappa_flat * X
    return (barrier * sc.e / sc.hbar / (4 * np.pi**2 * X**2)
            * (1 + 3 / y + 3 / y**2))


for X in (2.5, 3.0, 3.5):
    assert abs(scaled_supply(X) / supply_formula(X) - 1) < 1e-6

X_late = 3.0
late_supply = scaled_supply(X_late)
late_slope = quad(lambda x: late_supply / scaled_supply(x)
                  * np.exp((x - X_late) / L_flat), 2.0, X_late,
                  epsrel=1e-7)[0]
slope_estimate = L_flat / (1 + 2 * L_flat / X_late)
assert abs(late_slope / slope_estimate - 1) < 1e-2
assert abs(late_slope / L_flat - 1) > 3e-2

X_thermal = barrier / kT * L
capacity = D_fast * n_out * np.log(n_in / n_out) / X0

print(f"barrier height = {barrier:.2f} eV; temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kT:.5f} eV")
print(f"cation charge number z = {z}; volume per cation = {omega:.3f} nm^3")
print(f"flux prefactor G = {G:.2e} 1/(nm^2 s)")
print(f"initial thickness X0 = {X0:.2f} nm")
print(f"cation densities inner, outer = {n_in:.2f}, {n_out:.2f} 1/nm^3")
print(f"fast, slow ion D = {D_fast:.1e}, {D_slow:.1e} nm^2/s")
print(f"electron driving force V_M = {V_M:.2f} V")
print(f"Fermi kinetic energy = {fermi:.1f} eV")
for U, slope, formula in decay_checks:
    print(f"U = {U:.1f} V: decay from Schroedinger eq. = {slope:.4f} 1/nm, "
          f"2 kbar = {formula:.4f} 1/nm")
print(f"ion-equilibrium potential U = {U_eq:.5f} V")
print(f"coupled potential at X0, fast ions = {U_fast:.5f} V")
print(f"mean decay constant kbar = {mean_kappa(U_eq):.4f} 1/nm")
print(f"growth length L = {L:.5f} nm")
print(f"rate prefactor u0 = {u0:.3e} nm/s")
print(f"initial growth rate = {u0 * np.exp(-X0 / L):.4e} nm/s")
print(f"time constant tau = {tau:.3f} s")
print(f"thickness gain per decade, L ln 10 = {L * np.log(10):.4f} nm")
for t, Xc in zip(times, coupled_X):
    print(f"t = {t:.0e} s: log law X = {log_law(t):.5f} nm, "
          f"coupled fluxes X = {Xc:.5f} nm")
print(f"ion capacity D nL ln(n0/nL)/X0 = {capacity:.3f} 1/(nm^2 s)")
print(f"needed ion flux J_e/z at X0 = "
      f"{electron_flux(X0, U_fast) / z:.4f} 1/(nm^2 s)")
print(f"slow ions: U at 2.5 nm = {U_slow_thin:.5f} V")
print(f"slow ions: U at 4.5 nm = {U_slow_thick:.5f} V")
print(f"slow ions: rate(2.6 nm)/rate(2.5 nm) = {rate_ratio:.5f}")
print(f"inverse-thickness ratio 2.5/2.6 = {2.5 / 2.6:.5f}")
print(f"free-electron prefactor at X0 (flat barrier) = "
      f"{scaled_supply(X0):.3e} 1/(nm^2 s)")
print(f"free-electron prefactor at 3.5 nm = "
      f"{scaled_supply(3.5):.3e} 1/(nm^2 s)")
print(f"flat-barrier length L = {L_flat:.5f} nm")
print(f"late slope dX/dln t at 3 nm, numerical = {late_slope:.5f} nm")
print(f"late slope L/(1+2L/X) at 3 nm = {slope_estimate:.5f} nm")
print(f"thickness where exponents match thermal emission = "
      f"{X_thermal:.3f} nm")
print("all tests passed")
```

Printed output:

```
barrier height = 1.50 eV; temperature = 300 K
thermal energy kT = 0.02585 eV
cation charge number z = 2; volume per cation = 0.020 nm^3
flux prefactor G = 1.00e+13 1/(nm^2 s)
initial thickness X0 = 2.50 nm
cation densities inner, outer = 1.00, 0.01 1/nm^3
fast, slow ion D = 1.0e+03, 1.0e-06 nm^2/s
electron driving force V_M = 1.00 V
Fermi kinetic energy = 5.0 eV
U = 0.0 V: decay from Schroedinger eq. = 12.5491 1/nm, 2 kbar = 12.5491 1/nm
U = 0.1 V: decay from Schroedinger eq. = 12.3376 1/nm, 2 kbar = 12.3376 1/nm
U = 0.5 V: decay from Schroedinger eq. = 11.4372 1/nm, 2 kbar = 11.4365 1/nm
ion-equilibrium potential U = 0.05953 V
coupled potential at X0, fast ions = 0.05941 V
mean decay constant kbar = 6.2119 1/nm
growth length L = 0.08049 nm
rate prefactor u0 = 1.000e+11 nm/s
initial growth rate = 3.2436e-03 nm/s
time constant tau = 24.816 s
thickness gain per decade, L ln 10 = 0.1853 nm
t = 1e+02 s: log law X = 2.63002 nm, coupled fluxes X = 2.63001 nm
t = 1e+04 s: log law X = 2.98305 nm, coupled fluxes X = 2.98305 nm
t = 1e+06 s: log law X = 3.35353 nm, coupled fluxes X = 3.35353 nm
ion capacity D nL ln(n0/nL)/X0 = 18.421 1/(nm^2 s)
needed ion flux J_e/z at X0 = 0.1621 1/(nm^2 s)
slow ions: U at 2.5 nm = -0.99921 V
slow ions: U at 4.5 nm = 0.05952 V
slow ions: rate(2.6 nm)/rate(2.5 nm) = 0.95907
inverse-thickness ratio 2.5/2.6 = 0.96154
free-electron prefactor at X0 (flat barrier) = 1.015e+13 1/(nm^2 s)
free-electron prefactor at 3.5 nm = 5.041e+12 1/(nm^2 s)
flat-barrier length L = 0.07969 nm
late slope dX/dln t at 3 nm, numerical = 0.07541 nm
late slope L/(1+2L/X) at 3 nm = 0.07567 nm
thickness where exponents match thermal emission = 4.670 nm
all tests passed
```
